# When does the double-counting potential matter in DFT+DMFT?: test program

```python
"""Double counting (DC) in DFT+DMFT: when does it act?
Result under test: a DC potential mu_dc, entering as -mu_dc*N_C (N_C = number of
electrons in the correlated orbitals C), is absorbed by the chemical potential mu
at fixed electron number N if C is the whole window. Otherwise, at fixed N,
  dmu/dmu_dc = -chi_CN/chi_NN,  dN_C/dmu_dc = chi_CC - chi_CN**2/chi_NN,
with chi the static isothermal susceptibilities. Energies in eV, k_B = 1.
Part 1: exact three-orbital clusters. Part 2: DMFT with two bath levels.
"""
import numpy as np
from scipy.optimize import brentq, least_squares, root
from scipy.special import expit

T = 0.1                                    # temperature
# ---------- Fock space of three orbitals with spin (64 states) ----------
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(mode):
    op = np.eye(1)
    for m in range(6):
        op = np.kron(op, parity if m < mode else lower if m == mode else np.eye(2))
    return op


c = [annihilator(m) for m in range(6)]     # mode = 2*orbital + spin
hop = np.array([[sum(c[2*i+s].T @ c[2*j+s] for s in (0, 1))
                 for j in range(3)] for i in range(3)])
num = [hop[i, i] for i in range(3)]
n_tot = sum(num)
docc = [c[2*i].T @ c[2*i] @ c[2*i+1].T @ c[2*i+1] for i in range(3)]


def gibbs(h, u, mu):
    """Eigenvalues, eigenvectors and Boltzmann weights of H - mu*N."""
    k = np.einsum('ij,ijab->ab', h, hop) - mu*n_tot
    k = k + sum(u[i]*docc[i] for i in range(3))
    e, v = np.linalg.eigh(k)
    w = np.exp(-(e - e[0])/T)
    return e, v, w/w.sum()


def mean(state, op):
    e, v, w = state
    return float(np.sum(w*np.sum(v*(op @ v), axis=0)))


def at_filling(h, u, n):
    mu = brentq(lambda m: mean(gibbs(h, u, m), n_tot) - n, -30, 30, xtol=1e-13)
    return mu, gibbs(h, u, mu)


def chi(state, a, b):
    """Static isothermal susceptibility from the Lehmann sum."""
    e, v, w = state
    am, bm = v.T @ a @ v, v.T @ b @ v
    de = e[None, :] - e[:, None]
    same = np.abs(de) < 1e-9
    kern = np.where(same, w[:, None]/T,
                    (w[:, None] - w[None, :])/np.where(same, 1.0, de))
    return float(np.sum(am*bm.T*kern) - mean(state, a)*mean(state, b)/T)


def with_dc(h, dc):
    return h - np.diag(dc)


def response(h, u, n, mask):
    """(dmu, dN_C)/dmu_dc at fixed N: formula, then finite difference."""
    mask = np.array(mask, float)
    op = sum(mask[i]*num[i] for i in range(3))
    st = at_filling(h, u, n)[1]
    cn, nn = chi(st, op, n_tot), chi(st, n_tot, n_tot)
    formula = np.array([-cn/nn, chi(st, op, op) - cn**2/nn])
    d = 1e-4
    mp, sp = at_filling(with_dc(h, d*mask), u, n)
    mm, sm = at_filling(with_dc(h, -d*mask), u, n)
    numeric = np.array([mp - mm, mean(sp, op) - mean(sm, op)])/(2*d)
    assert np.allclose(formula, numeric, atol=2e-5), (formula, numeric)
    return formula


print("PART 1: exact clusters, T = %.2f eV" % T)
chain = -1.0*(np.eye(3, k=1) + np.eye(3, k=-1))
u_all, n_chain, dc_uni = [4.0]*3, 2.5, 3.0
print("all-correlated chain: hopping 1 eV, U = %.1f eV, N = %.1f" % (u_all[0], n_chain))
runs = {}
for name, dc in (("no DC", [0, 0, 0]), ("uniform DC", [dc_uni]*3),
                 ("middle-only DC", [0, 1.0, 0])):
    h = with_dc(chain, dc)
    mu, st = at_filling(h, u_all, n_chain)
    dm = np.array([[mean(st, hop[i, j]) for j in range(3)] for i in range(3)])
    dd = sum(mean(st, d) for d in docc)
    energy = mean(st, n_tot)*mu + float(np.sum(st[2]*st[0]))
    runs[name] = (mu, dm, dd, energy)
    print(" %-14s DC %s eV: mu %.5f eV, n_middle %.5f, sum of double occ. %.5f"
          % (name, dc, mu, dm[1, 1], dd))
a, b, m = runs["no DC"], runs["uniform DC"], runs["middle-only DC"]
assert abs(b[0] - a[0] + dc_uni) < 1e-8
assert np.allclose(a[1], b[1], atol=1e-8) and abs(a[2] - b[2]) < 1e-8
assert abs(b[3] - a[3] + dc_uni*n_chain) < 1e-7
assert abs(m[1][1, 1] - a[1][1, 1]) > 0.01
print(" energy shift <H> under uniform DC: %.5f eV" % (b[3] - a[3]))
r_all = response(chain, u_all, n_chain, [1, 1, 1])
r_mid = response(chain, u_all, n_chain, [0, 1, 0])
assert np.allclose(r_all, [-1, 0], atol=1e-7) and r_mid[1] > 0
print(" response, DC on all sites: dmu/dmu_dc %.5f, dN_C/dmu_dc %.5f /eV"
      % (r_all[0], abs(round(r_all[1], 7))))
print(" response, DC on middle   : dmu/dmu_dc %.5f, dN_C/dmu_dc %.5f /eV" % tuple(r_mid))

dpd = chain + np.diag([0.0, -2.0, 0.0])
u_dpd, n_dpd = [4.0, 0.0, 4.0], 3.5
print("d-p-d chain: e_d = 0, e_p = -2, hopping 1, U_d = 4 (eV), N = %.1f" % n_dpd)
nd_cluster = []
for x in (2.0, 3.0):
    mu, st = at_filling(with_dc(dpd, [x, 0, x]), u_dpd, n_dpd)
    nd_cluster.append(mean(st, num[0] + num[2]))
    print(" mu_dc %.1f eV: mu %.5f eV, N_d %.5f" % (x, mu, nd_cluster[-1]))
assert nd_cluster[1] > nd_cluster[0] + 0.01
h2 = with_dc(dpd, [2.0, 0, 2.0])
r_dp = response(h2, u_dpd, n_dpd, [1, 0, 1])
st = at_filling(h2, u_dpd, n_dpd)[1]
op_d, op_p = num[0] + num[2], num[1]
xdd, xpp, xdp = chi(st, op_d, op_d), chi(st, op_p, op_p), chi(st, op_d, op_p)
assert abs((xdd*xpp - xdp**2)/(xdd + 2*xdp + xpp) - r_dp[1]) < 1e-7
print(" response at mu_dc 2 eV: dmu/dmu_dc %.5f, dN_d/dmu_dc %.5f /eV" % tuple(r_dp))

# ---------- DMFT on the square lattice ----------
w_n = np.pi*T*(2*np.arange(256) + 1)
iw = 1j*w_n
k1 = (np.arange(12) + 0.5)*np.pi/12
x_k = (0.5*(np.cos(k1)[:, None] + np.cos(k1)[None, :])).ravel()
half_width, t_pd = 1.0, 1.0
v2_k = 4*t_pd**2*(1 - x_k)                 # squared d-p hybridization


def filling(g, first_moment):
    """Both-spin occupation from a Matsubara sum with an analytic tail."""
    rest = np.sum((g - 1/(iw - first_moment)).real)
    return 2*(expit(-first_moment/T) + 2*T*rest)


def lattice(e_d, e_p, sigma, sigma_inf, mu):
    """Local d Green function, N_d, N_p; e_p None means no ligand."""
    a = iw + mu - e_d - sigma
    if e_p is None:
        g = np.mean(1/(a[:, None] + half_width*x_k), axis=1)
        return g, filling(g, e_d - mu + sigma_inf), 0.0
    b = iw + mu - e_p
    g = b*np.mean(1/((a*b)[:, None] - v2_k), axis=1)
    return g, filling(g, e_d - mu + sigma_inf), filling(g*a/b, e_p - mu)


def hybridization(p, z):
    return p[2]**2/(z - p[0]) + p[3]**2/(z - p[1])


def fit_bath(delta, start):
    z, wt = iw[:40], 1/w_n[:40]

    def split(f):
        return np.concatenate([(f*wt).real, (f*wt).imag])

    def jac(p):
        return np.array([split(p[2]**2/(z - p[0])**2), split(p[3]**2/(z - p[1])**2),
                         split(2*p[2]/(z - p[0])), split(2*p[3]/(z - p[1]))]).T
    return least_squares(lambda p: split(hybridization(p, z) - delta[:40]), start,
                         jac=jac, method='lm', ftol=1e-15, xtol=1e-12, gtol=1e-15).x


def impurity(level, bath, u):
    h = np.array([[level, bath[2], bath[3]], [bath[2], bath[0], 0], [bath[3], 0, bath[1]]])
    st = gibbs(h, [u, 0, 0], 0.0)
    e, v, w = st
    weight = (v.T @ c[0] @ v)**2*(w[:, None] + w[None, :])
    i, j = np.nonzero(weight > 1e-14)
    g = np.sum(weight[i, j]/(iw[:, None] + e[i] - e[j]), axis=1)
    return g, mean(st, num[0]), mean(st, docc[0])


def dmft_map(x, e_d, e_p, u, n):
    """One DMFT cycle for x = (impurity level, two bath energies, two couplings)."""
    g_imp, n_imp, d_imp = impurity(x[0], x[1:], u)
    sigma = iw - x[0] - hybridization(x[1:], iw) - 1/g_imp
    s_inf = u*n_imp/2

    def excess(m):
        return sum(lattice(e_d, e_p, sigma, s_inf, m)[1:]) - n
    mu = brentq(excess, -30, 30, xtol=1e-12)
    g, n_d, n_p = lattice(e_d, e_p, sigma, s_inf, mu)
    delta = iw + mu - e_d - sigma - 1/g
    new = np.concatenate([[e_d - mu], fit_bath(delta, x[1:])])
    z = 1/(1 - sigma[0].imag/w_n[0])
    return new, dict(mu=mu, n_d=n_d, n_imp=n_imp, d=d_imp, z=z, g=g, sigma=sigma)


def dmft(mu_dc, e_p, u, n, start):
    args = (0.0 - mu_dc, e_p, u, n)        # Kohn-Sham d level is the energy zero
    x = np.array(start, float)
    for _ in range(40):
        new = dmft_map(x, *args)[0]
        change = np.max(np.abs(new - x))
        x = new
        if change < 1e-9:
            break
    if change >= 1e-9:
        x = root(lambda y: dmft_map(y, *args)[0] - y, x, method='hybr',
                 options=dict(eps=1e-8, xtol=1e-10)).x
    new, out = dmft_map(x, *args)
    out['res'] = np.max(np.abs(new - x))
    assert out['res'] < 1e-6, ("DMFT not converged", mu_dc, out['res'])
    return out


# solver and filling checks against noninteracting results
bath0 = np.array([-0.5, 0.5, 0.35, 0.35])
assert np.allclose(impurity(-0.3, bath0, 0.0)[0],
                   1/(iw + 0.3 - hybridization(bath0, iw)), atol=1e-10)
_, nd0, np0 = lattice(-1.0, -2.0, 0*iw, 0.0, 0.4)
bands = np.array([np.linalg.eigvalsh([[-1.0, np.sqrt(v)], [np.sqrt(v), -2.0]])
                  for v in v2_k])
assert abs(nd0 + np0 - 2*np.mean(np.sum(expit((0.4 - bands)/T), axis=1))) < 1e-4


def show(label, r):
    print(" %s: mu %.5f eV, N_d %.5f, double occ. %.5f, Z %.5f, N_imp %.5f"
          % (label, r['mu'], r['n_d'], r['d'], r['z'], r['n_imp']))


print("PART 2: DMFT, two bath levels, T = %.2f eV; Z = 1/(1 - Im Sigma(iw0)/w0)" % T)
u1, n1 = 2.0, 0.8
print("one correlated band: half-width %.1f eV, U = %.1f eV, N = %.1f"
      % (half_width, u1, n1))
one_a = dmft(0.0, None, u1, n1, [-0.6, -0.5, 0.5, 0.35, 0.35])
one_b = dmft(5.0, None, u1, n1, [-0.8, -0.4, 0.7, 0.30, 0.40])
show("mu_dc 0 eV", one_a)
show("mu_dc 5 eV", one_b)
g_diff = np.max(np.abs(one_a['g'] - one_b['g']))
s_diff = np.max(np.abs(one_a['sigma'][:40] - one_b['sigma'][:40]))
assert abs(one_b['mu'] - one_a['mu'] + 5.0) < 1e-5
assert g_diff < 1e-5 and s_diff < 1e-4 and abs(one_a['d'] - one_b['d']) < 1e-5
print(" change of mu: %.5f eV" % (one_b['mu'] - one_a['mu']))
print(" largest change of local G below 1e-5 /eV: %s" % (g_diff < 1e-5))

u2, n2, ep = 4.0, 2.8, -2.0
print("d-p model: e_d = 0, e_p = %.1f, t_pd = %.1f, U = %.1f (eV), N = %.1f"
      % (ep, t_pd, u2, n2))
start = [-2.0, -3.0, 0.3, 1.8, 0.8]
dp = [dmft(x, ep, u2, n2, start) for x in (1.0, 2.0, 3.0)]
for x, r in zip((1, 2, 3), dp):
    show("mu_dc %d eV" % x, r)
assert dp[0]['n_d'] + 0.02 < dp[1]['n_d'] < dp[2]['n_d'] - 0.02
print(" N_d change from mu_dc 1 to 3 eV: %.5f" % (dp[2]['n_d'] - dp[0]['n_d']))
print(" mu change from mu_dc 1 to 3 eV: %.5f eV" % (dp[2]['mu'] - dp[0]['mu']))
raised = dmft(1.0, ep + 1.0, u2, n2, start)
show("mu_dc 1 eV, e_p raised by 1 eV", raised)
assert abs(raised['n_d'] - dp[1]['n_d']) < 1e-5
assert abs(raised['mu'] - dp[1]['mu'] - 1.0) < 1e-5
assert np.max(np.abs(raised['g'] - dp[1]['g'])) < 1e-5
worst = max(abs(r['n_d'] - r['n_imp']) for r in [one_a, one_b, raised] + dp)
print("largest |N_d - N_imp| from the finite bath: %.5f" % worst)
print("tests ok")
```

Running it gives:

```
PART 1: exact clusters, T = 0.10 eV
all-correlated chain: hopping 1 eV, U = 4.0 eV, N = 2.5
 no DC          DC [0, 0, 0] eV: mu 0.69543 eV, n_middle 0.86568, sum of double occ. 0.15685
 uniform DC     DC [3.0, 3.0, 3.0] eV: mu -2.30457 eV, n_middle 0.86568, sum of double occ. 0.15685
 middle-only DC DC [0, 1.0, 0] eV: mu 0.48424 eV, n_middle 0.99798, sum of double occ. 0.18856
 energy shift <H> under uniform DC: -7.50000 eV
 response, DC on all sites: dmu/dmu_dc -1.00000, dN_C/dmu_dc 0.00000 /eV
 response, DC on middle   : dmu/dmu_dc -0.26865, dN_C/dmu_dc 0.14185 /eV
d-p-d chain: e_d = 0, e_p = -2, hopping 1, U_d = 4 (eV), N = 3.5
 mu_dc 2.0 eV: mu -0.43140 eV, N_d 1.87277
 mu_dc 3.0 eV: mu -0.86028 eV, N_d 2.01237
 response at mu_dc 2 eV: dmu/dmu_dc -0.48619, dN_d/dmu_dc 0.12409 /eV
PART 2: DMFT, two bath levels, T = 0.10 eV; Z = 1/(1 - Im Sigma(iw0)/w0)
one correlated band: half-width 1.0 eV, U = 2.0 eV, N = 0.8
 mu_dc 0 eV: mu 0.34082 eV, N_d 0.80000, double occ. 0.02565, Z 0.50242, N_imp 0.79853
 mu_dc 5 eV: mu -4.65918 eV, N_d 0.80000, double occ. 0.02565, Z 0.50242, N_imp 0.79853
 change of mu: -5.00000 eV
 largest change of local G below 1e-5 /eV: True
d-p model: e_d = 0, e_p = -2.0, t_pd = 1.0, U = 4.0 (eV), N = 2.8
 mu_dc 1 eV: mu 1.38198 eV, N_d 1.00743, double occ. 0.10644, Z 0.34195, N_imp 1.01076
 mu_dc 2 eV: mu 0.89574 eV, N_d 1.06557, double occ. 0.14746, Z 0.34100, N_imp 1.07003
 mu_dc 3 eV: mu 0.49369 eV, N_d 1.14259, double occ. 0.20994, Z 0.37520, N_imp 1.14858
 N_d change from mu_dc 1 to 3 eV: 0.13516
 mu change from mu_dc 1 to 3 eV: -0.88830 eV
 mu_dc 1 eV, e_p raised by 1 eV: mu 1.89574 eV, N_d 1.06557, double occ. 0.14746, Z 0.34100, N_imp 1.07003
largest |N_d - N_imp| from the finite bath: 0.00599
tests ok
```
